\section*{Harmonic Entropy and Exact Levels of a Nearly Free Ligand Rotor}

\section{The rotor and its harmonic substitute}

Q: I need the gas-phase entropy of dimethylzinc, a volatile zinc precursor. My frequency calculation lists one very soft mode, the twist of one methyl group against the other. Can I treat it like the other vibrations?

A: Let us first write down what the twist is. Put both methyl tops on the C--Zn--C axis, with angles $\phi_1,\phi_2$ and equal moments of inertia $I_{\rm top}$ about it. Define $\phi=\phi_1-\phi_2$ and $\chi=(\phi_1+\phi_2)/2$. The chain rule gives $p_1=p_\phi+p_\chi/2$ and $p_2=-p_\phi+p_\chi/2$. The cross terms cancel on squaring and adding:
\begin{equation}
\frac{p_1^2+p_2^2}{2I_{\rm top}}
=\frac{p_\phi^2}{I_{\rm top}}+\frac{p_\chi^2}{4I_{\rm top}} .
\end{equation}
The first term has the form $p_\phi^2/(2I)$ with $I=I_{\rm top}/2$. The second is rotation of the whole molecule about its axis. With rigid tops and a threefold cosine potential, the twist obeys
\begin{equation}
H=-B\frac{d^2}{d\phi^2}+\frac V2(1-\cos n\phi),\qquad B=\frac{\hbar^2}{2I},
\label{H}
\end{equation}
with $n=3$. Here $V$ is the full barrier, and energies start at the well bottom. Below, ``exact'' means exact for this one-dimensional model, not for the molecule.

Q: And the vibration in my frequency list?

A: It is the parabola at the bottom of one well. Since $1-\cos n\phi\simeq n^2\phi^2/2$, the potential is $Vn^2\phi^2/4$. Equating this to $I\omega^2\phi^2/2$ gives $\omega^2=n^2V/(2I)$, so
\begin{equation}
\hbar\omega=n\sqrt{\frac{V\hbar^2}{2I}}=n\sqrt{VB}.
\label{omega}
\end{equation}

Q: Is that ever a good description?

A: Yes, for a high barrier. The next term of the potential is $-Vn^4\phi^4/48$. In oscillator state $j$, $\langle\phi^4\rangle=3a^4(2j^2+2j+1)$ with $a^2=\hbar/(2I\omega)=B/(\hbar\omega)$. Between $j=0$ and $j=1$ this average grows by $12a^4$, so to first order the gap changes by
\begin{equation}
-\frac{Vn^4}{48}\,12\,\frac{B^2}{n^2VB}=-\frac{n^2B}{4}.
\end{equation}
The correction does not grow with $V$, whereas $\hbar\omega$ grows as $\sqrt V$. The relative error of the gap therefore vanishes at high barriers. Diagonalization at $V=5000B$ confirmed the corrected gap to within $0.05B$.

\section{Levels at a small barrier}

Q: My barrier is small. Do the exact levels also crowd together when $V$ goes to zero?

A: No. Without a barrier the functions $e^{im\phi}$ have energies $Bm^2$. The potential in \eqref{H} lies between $0$ and $V$, so it raises the mean energy of any state by an amount between $0$ and $V$. By the min--max principle, the $j$th level is the smallest possible value, over all $j$-dimensional spaces of states, of the largest mean energy in the space. Hence each ordered level obeys
\begin{equation}
E_j^{\rm free}\le E_j\le E_j^{\rm free}+V .
\label{bound}
\end{equation}
As $V\to0$ the exact levels settle at $0,B,B,4B,4B,\ldots$, while by \eqref{omega} any fixed number of harmonic levels falls to zero.

Q: What does that look like for dimethylzinc?

A: I took Zn--C $=1.95$~\AA, C--H $=1.10$~\AA\ and a Zn--C--H angle of $110^\circ$. Each hydrogen is then $1.10\sin110^\circ=1.034$~\AA\ from the axis. With three hydrogens per top and the factor one half, $I=2.682\times10^{-47}$~kg\,m$^2$ and $B=10.44$~cm$^{-1}$.

Restricted Hartree--Fock in the def2-SVP basis puts the eclipsed form $0.305$~cm$^{-1}$ below the staggered one, so $\phi=0$ is eclipsed and $V=0.305$~cm$^{-1}$. The energy at $30^\circ$ differs from the mean of the two ends by $0.001$~cm$^{-1}$, which rules out a sizeable sixfold term. A ninefold term would not show at this angle; I neglect it. The calculation uses a small basis and omits electron correlation, relativity and relaxation of the geometry. Nothing here shows that the sign of so small a difference would survive a better treatment. I use the number as a model input for a nearly free rotor.

Equation \eqref{omega} gives $\hbar\omega=3\sqrt{0.305\times10.44}=5.35$~cm$^{-1}$. The lowest levels, in cm$^{-1}$, are
\begin{align}
\text{exact:}&\quad 0.15,\ 10.59,\ 10.59,\ 41.90,\ 41.90,\ldots\\
\text{harmonic:}&\quad 2.67,\ 8.02,\ 13.37,\ 18.72,\ldots
\end{align}
The exact ones are $Bm^2+V/2$ to the digits shown, because the mean of the potential in a plane wave is $V/2$. The harmonic zero-point level is already far above the top of the barrier. It lies above the top whenever $n\sqrt{VB}/2>V$, that is, for $V<n^2B/4$, here about $23$~cm$^{-1}$.

Q: Entropy depends on how many levels are within thermal reach. How different are the counts?

A: Below energy $E$ the oscillator has about $E/(n\sqrt{VB})$ levels. The free rotor has those with $|m|<\sqrt{E/B}$, about $2\sqrt{E/B}$ in all, or $(2/n)\sqrt{E/B}$ per well. The first count diverges as $V\to0$; the second does not contain $V$. At $300$~K, $kT=208.5$~cm$^{-1}$. Below $5kT$ the harmonic estimate is $195$ levels, while the rotor has $19$, or $6.3$ per well.

\section{Counting wells and identical nuclei}

Q: Why divide by the number of wells? The rotor really visits all three.

A: A turn by $2\pi/n$ permutes identical hydrogens and gives no new arrangement. Take integer $m$ first. Quantum mechanically, nuclear-spin states with a definite phase under these turns are paired with one class of torsional states, those with a given remainder of $m$ on division by $n$. Let $b=B/kT$. For a free rotor, Poisson summation gives the sum over the class with remainder $r$:
\begin{equation}
\sum_{j=-\infty}^{\infty}e^{-b(nj+r)^2}
=\frac1n\sqrt{\frac{\pi}{b}}
\left[1+2\sum_{q=1}^{\infty}e^{-\pi^2q^2/(n^2b)}\cos\frac{2\pi qr}{n}\right].
\label{poisson}
\end{equation}
Here $1/b=208.5/10.44=20.0$, so the largest correction is of order $e^{-21.9}$. Every class has the same sum, one $n$th of the total. Weighting the classes by their spin states therefore gives the number of spin states times $Z_{\rm all}/n$. The spin factor is the same in the harmonic treatment, and I drop it from both. What remains is $Z=Z_{\rm all}/n$, to be compared with an oscillator in one well.

Q: You separated the twist from the overall rotation. Is the separation complete?

A: The energies separate, but the boundary conditions do not. A state $e^{i(m_1\phi_1+m_2\phi_2)}$ equals $e^{i(m_1+m_2)\chi}e^{i(m_1-m_2)\phi/2}$. If $m_1+m_2$ is odd, the twist quantum number is half an odd integer. The same summation shows that this shift changes $Z$ by exponentially small terms at $300$~K. With a barrier present I tested both statements by diagonalization, at the computed $V$ and at $100$~cm$^{-1}$: $\ln Z$ from the class $r=0$, and from half-integer $m$, agreed with $\ln(Z_{\rm all}/n)$ to $10^{-6}$.

\section{The two entropies}

Q: Then what is the entropy of the free rotor?

A: For $kT\gg n^2B$, equation \eqref{poisson} gives $Z=n^{-1}\sqrt{\pi kT/B}$. Since $S=k\,d(T\ln Z)/dT=k[\ln Z+T\,d\ln Z/dT]$, and $\ln Z$ contains $\frac12\ln T$,
\begin{equation}
S_{\rm free}=k\left[\frac12+\ln\left(\frac1n\sqrt{\frac{\pi kT}{B}}\right)\right].
\label{free}
\end{equation}
Numerically, $\sqrt{\pi\times20.0}/3=2.64$, whose logarithm is $0.971$. Adding $0.5$ and multiplying by $R=8.314$~J/(mol\,K) gives $12.23$~J/(mol\,K). The entropy from the exact levels with the barrier included is the same to the printed digits. This agrees with \eqref{bound}: the levels move by at most $V$, so their Boltzmann factors change by at most a factor $e^{V/kT}$, and the entropy tends to \eqref{free}.

Q: And the harmonic entropy?

A: With $x=\hbar\omega/kT$, the geometric sum over levels is $Z_{\rm h}=e^{-x/2}/(1-e^{-x})$. The zero-point factor cancels in the entropy, leaving
\begin{equation}
\frac{S_{\rm h}}k=\frac{x}{e^x-1}-\ln(1-e^{-x}).
\end{equation}
For small $x$ the first term is $1-x/2+O(x^2)$ and the second is $-\ln x+x/2+O(x^2)$. The linear terms cancel, so $S_{\rm h}=k[1-\ln x+O(x^2)]$. Subtracting \eqref{free} gives
\begin{align}
\frac{S_{\rm h}-S}{k}
&\to 1-\frac12+\ln\frac{kT}{n\sqrt{VB}}
-\ln\left(\frac1n\sqrt{\frac{\pi kT}{B}}\right)\nonumber\\
&=\frac12+\ln\left(\frac{kT}{n\sqrt{VB}}\;n\sqrt{\frac{B}{\pi kT}}\right)\nonumber\\
&=\frac12\left[1+\ln\frac{kT}{\pi V}\right].
\label{law}
\end{align}
Both $n$ and $B$ have cancelled. At fixed temperature the harmonic entropy diverges as $-(k/2)\ln V$, whereas the exact one stays finite.

Q: How large is this for my molecule?

A: The ratio $kT/(\pi V)$ is $208.5/(\pi\times0.305)=218$, with logarithm $5.38$. The error is $8.314\times(1+5.38)/2=26.5$~J/(mol\,K). The direct calculation gives $38.8$ for the harmonic entropy and $12.2$ for the exact one, in the same unit, and, before rounding, the same difference of $26.5$. For this model barrier the error is more than twice the rotor's contribution; by \eqref{law} a barrier four times larger would still give an error of about $21$~J/(mol\,K).

There is a second difficulty. Halving $V$ raises the harmonic entropy by $(R/2)\ln2=2.9$~J/(mol\,K), although the exact entropy hardly moves. The harmonic result thus depends on a barrier too small for this calculation to settle.

\section{Where the extra entropy comes from}

Q: The parabola fits the bottom of the well. What physical mistake produces a divergence?

A: It gives the ligand room that does not exist. In the classical limit both models have the same momentum factor, so compare the integrals over angle for $V\ll kT$, where the cosine well is nearly flat. With $v=V/kT$,
\begin{equation}
L_{\rm h}=\int_{-\infty}^{\infty}e^{-n^2v\phi^2/4}\,d\phi
=\frac2n\sqrt{\frac{\pi}{v}},\qquad
L_{\rm well}=\frac{2\pi}{n}.
\end{equation}
Their ratio is $1/\sqrt{\pi v}=\sqrt{kT/(\pi V)}$. Here the oscillator spreads over an effective $31$ radians, while one well offers $2.1$. The logarithm of the ratio, $2.69$, contributes $22.4$~J/(mol\,K) to the error. The remaining $R/2=4.2$~J/(mol\,K) comes from energy: the parabola stores a mean potential energy $kT/2$ at any stiffness, whereas the true potential energy cannot exceed $V$ and vanishes with it.

Q: Could the fault lie in the shape of the parabola instead of its range?

A: That can be tested by keeping the parabola and cutting it at the well edges $\phi=\pm\pi/n$. At the edge its height is $(Vn^2/4)(\pi/n)^2=\pi^2V/4$, which also vanishes with $V$. The cut parabola then becomes a flat box of the correct length. Its classical entropy for dimethylzinc is $12.23$~J/(mol\,K), equal to the exact value at this precision. At $V=1$ and $30$~cm$^{-1}$ it agreed with the exact entropy within $0.01k$. In this regime the range is at fault.

The probability that the full oscillator lies outside its own well follows from the substitution $s=n\sqrt v\,\phi/2$, which moves the edge to $s=\pi\sqrt v/2$:
\begin{equation}
P_{\rm out}=\operatorname{erfc}\left(\frac{\pi}{2}\sqrt{\frac{V}{kT}}\right).
\end{equation}
For dimethylzinc it is $0.93$.

\section{Barriers of ordinary size}

Q: So the harmonic entropy is an upper bound, and I could correct it downwards for any methyl group?

A: No, the sign of the error changes. To see this, keep the cosine and treat the motion classically. With $u=V/(2kT)=v/2$, the angular integral over one well is
\begin{equation}
\int_{-\pi/n}^{\pi/n}e^{-u(1-\cos n\phi)}d\phi=\frac{2\pi}{n}e^{-u}I_0(u),
\end{equation}
where $I_0$ and $I_1$ are modified Bessel functions. Relative to the free rotor, $\ln Z$ gains $-u+\ln I_0(u)$. The mean potential energy divided by $kT$ is $u(1-\langle\cos n\phi\rangle)$, with $\langle\cos n\phi\rangle=I_0'/I_0=I_1/I_0$. Adding the two, $u$ cancels:
\begin{equation}
\frac{S-S_{\rm free}}k=\ln I_0(u)-u\frac{I_1(u)}{I_0(u)}.
\end{equation}
Subtracting this from \eqref{law} gives the classical error at any barrier,
\begin{equation}
D(v)=\frac{S_{\rm h}-S}{k}=\frac12-\frac12\ln(\pi v)-\ln I_0(u)+u\frac{I_1(u)}{I_0(u)} .
\label{D}
\end{equation}

For small $u$, $\ln I_0\simeq u^2/4$ and $uI_1/I_0\simeq u^2/2$, so the correction to \eqref{law} is $u^2/4=v^2/16$. For large $u$, $\ln I_0\simeq u-\frac12\ln(2\pi u)+1/(8u)$. Differentiating and multiplying by $u$ gives $uI_1/I_0\simeq u-\frac12-1/(8u)$. Since $2\pi u=\pi v$, the logarithms and constants in \eqref{D} cancel, leaving
\begin{equation}
D(v)\simeq-\frac1{8u}-\frac1{8u}=-\frac1{2v}.
\end{equation}
The harmonic entropy is then too low. The cosine well is softer than its parabola, because $1-\cos y\le y^2/2$, and the true rotor swings further.

Q: Where is the change of sign?

A: Near $V=kT$. Equation \eqref{D} vanishes at $V/kT=0.97$, and the exact levels of this rotor give $0.99$. A fine grid from $v=10^{-4}$ to $10^3$ showed one sign change. There the harmonic entropy is right because two errors cancel: too much range and too stiff a well. The most negative classical error is $-1.9$~J/(mol\,K), at $V/kT=2.7$.

Keeping $B$ and $T$ and choosing round barriers gives these errors from the exact levels:
\begin{center}
\begin{tabular}{rrr}
$V$ (cm$^{-1}$) & $\hbar\omega$ (cm$^{-1}$) & $S_{\rm h}-S$ (J/(mol\,K))\\
1000 & 306.5 & $-1.4$\\
300 & 167.9 & $-1.0$\\
100 & 96.9 & $2.6$\\
10 & 30.6 & $12.0$\\
1 & 9.7 & $21.6$
\end{tabular}
\end{center}
From $10$ to $1$~cm$^{-1}$ the error grows by $9.6$~J/(mol\,K), as \eqref{law} requires: $(R/2)\ln10=9.6$. Over the scan the classical formula differs from the exact-level error by at most $0.09$~J/(mol\,K).

\section{Free energy, low temperature and use}

Q: I measure vapour pressures and equilibria. Does the energy error compensate the entropy error?

A: In part. For small $x$, $\ln Z_{\rm h}=-\ln(2\sinh(x/2))\simeq-\ln x$. For the weakly hindered rotor, $\ln Z\simeq\ln(n^{-1}\sqrt{\pi kT/B})-v/2$, because the mean potential is $V/2$. With $A=-kT\ln Z$,
\begin{equation}
A_{\rm h}-A\simeq-kT\left[\frac12\ln\frac{kT}{\pi V}+\frac{V}{2kT}\right].
\end{equation}
For dimethylzinc this is $-561$~cm$^{-1}$, or $-6.7$~kJ/mol. The entropy part is $-300\times26.5$~J/mol $=-8.0$~kJ/mol, and the spurious potential energy $RT/2=1.2$~kJ/mol returns a little of it. The partition function is too large by a factor of $14.8$. An equilibrium constant is wrong by that factor if the free twist exists on one side of the reaction and no similar error occurs on the other.

Q: Would cooling the gas rescue the harmonic formula?

A: Not for a barrier this small. Equation \eqref{law} was derived for $kT\gg n^2B$, where $n^2B=94$~cm$^{-1}$ here; at $300$~K the exponentially small corrections in \eqref{poisson} make it safe. Far below that temperature the simple division by $n$ fails, and the symmetry species must be summed separately with their spin weights. Consider the class of integer $m$ divisible by $n$. Its first gap is close to $n^2B$, so its entropy freezes out when $kT$ falls well below $94$~cm$^{-1}$. The oscillator has a gap of $5.35$~cm$^{-1}$ and remains thermally excited down to far lower temperatures. At $10$~K, for example, its entropy is still $10.7$~J/(mol\,K), while that of this rotor class is practically zero. The half-integer class whose lowest pair is $m=\pm3/2$ keeps about $R\ln2=5.8$~J/(mol\,K) at this temperature, because the barrier splits the pair by only about $V/2$. The reason is now a quantum one: localizing the rotor in one well costs more kinetic energy than the barrier can repay. At $1$~K the harmonic entropy has fallen to $0.03$~J/(mol\,K), but the harmonic ground level, at $2.67$~cm$^{-1}$, still lies above the lowest level of the rotor, at $0.15$~cm$^{-1}$.

Q: What should I do with the soft mode in my list?

A: Remove its harmonic contribution and put in that of the rotor. Compute the energy along the twist, obtain $B$ from the geometry, diagonalize \eqref{H}, and use $Z_{\rm all}/n$ when $kT\gg n^2B$. Keep the overall rotation, with its own symmetry number, as it was. If in addition $V\ll kT$, equation \eqref{free} is enough, and the precise barrier no longer matters.

The replacement assumes that the twist is separable. If the moment of inertia changes along $\phi$, or if the twist mixes strongly with bending of the C--Zn--C axis, a one-dimensional rotor is itself an approximation, and the numbers here do not measure its error. The main values at $300$~K are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
temperature: 300 K; kT: 208.51 cm^-1
Zn-C: 1.95 angstrom; C-H: 1.10 angstrom; Zn-C-H: 110 degree
E(eclipsed) - E(staggered): -0.305 cm^-1
midpoint deviation from cosine: -0.0011 cm^-1
barrier V of dimethylzinc: 0.305 cm^-1
reduced moment: 2.682 1e-47 kg m^2
rotor constant B: 10.437 cm^-1
V/kT: 0.00146 (no unit)
harmonic quantum: 5.349 cm^-1
harmonic zero-point level: 2.675 cm^-1
lowest 7 exact levels, cm^-1: [ 0.15 10.59 10.59 41.9  41.9  94.08 94.08]
lowest 4 harmonic levels, cm^-1: [ 2.67  8.02 13.37 18.72]
exact levels per well below 5 kT: 6.33
harmonic estimate E/(quantum) at 5 kT: 194.89
free-rotor entropy: 12.231 J/(mol K)
exact entropy: 12.231 J/(mol K)
harmonic entropy: 38.771 J/(mol K)
entropy error: 26.539 J/(mol K)
limiting law for error: 26.539 J/(mol K)
cut-parabola entropy: 12.231 J/(mol K)
harmonic probability outside well: 0.9323 (no unit)
Z(harmonic)/Z(exact): 14.770 (no unit)
free-energy error: -561.44 cm^-1 = -6.716 kJ/mol
scan: V, quantum in cm^-1; S harmonic, exact, error in J/(mol K)
 1000.0   306.48    5.822    7.188   -1.365
  300.0   167.87   10.338   11.385   -1.047
  100.0    96.92   14.759   12.130    2.629
   30.0    53.08   19.712   12.222    7.490
   10.0    30.65   24.264   12.230   12.034
    1.0     9.69   33.830   12.231   21.599
largest quantum-classical gap of error in scan: 0.087 J/(mol K)
zero error, classical: V/kT = 0.9680 (no unit)
zero error, exact levels: V/kT = 0.9938 (no unit)
most negative classical error: -1.909 J/(mol K)
it occurs at V/kT = 2.669 (no unit)
\end{verbatim}
